# Feibelman d-parameters and the initial slope of surface plasmon dispersion, part 1

(Sections cited here and not found follow in the second part.)

A jellium surface with $r_s=4$ bohr has its long-wavelength surface plasmon at $\omega_s=4.166$ eV. In a time-dependent LDA calculation the mode at parallel wave vector $q=0.015$ bohr$^{-1}$ lies near 4.07 eV, about 0.1 eV lower. An electron fluid of the same density held by a hard wall does the opposite: its mode rises, with initial slope $+1.21\,\omega_s$ bohr. The two models share the long-wavelength (Drude) bulk dielectric function and differ in where the screening charge sits. To first order in $q$ the surface enters through two complex lengths, $d_\perp$ and $d_\parallel$, and for a Drude bulk
$$\Omega(q)=\omega_s\left[1-\tfrac12 q\,(d_\perp-d_\parallel)\right].$$

## A.1 Conventions

Gaussian atomic units are used. The metal fills $z<0$, fields vary as $e^{iqx-i\omega t}$ with $q=|\mathbf q_\parallel|$, and the surface is translation invariant in its plane and symmetric under $x\to-x$. Deep inside, the response to slowly varying fields is local, $\mathbf P=(\epsilon-1)\mathbf E/4\pi$, and $\epsilon(\omega)\ne0$. Then $\nabla\cdot\mathbf E=0$ in the bulk, and the induced charge $\rho$ is taken to live in a zone $|z|<\ell$. This is an idealization: in jellium at $\omega_s$ the charge also has a slowly decaying oscillating tail inside the metal, so $\ell$ is not sharply defined and interior quantities must be averaged over the oscillation (A.6). Retardation is neglected, which needs $q\gg\omega/c$, and the expansion needs $q\ell\ll1$. The lengths are
$$d_\perp(\omega)=\frac{\int z\,\rho\,dz}{\int\rho\,dz},\qquad d_\parallel(\omega)=\frac{\int z\,\partial_zP_x\,dz}{\int\partial_zP_x\,dz},$$
where $\rho$ is induced by a uniform normal field and $P_x=iJ_x/\omega$ by a uniform parallel field. Both are positive towards the vacuum, and both are complex in general, whenever the response at different depths is out of phase; in the lossless models of A.5 they are real at the surface-mode frequency (the hydrodynamic $d_\perp$ turns imaginary above $\omega_p$).

## A.2 Boundary conditions to first order in $q$

Outside the zone the potential $\phi(z)e^{iqx}$ obeys $\phi''=q^2\phi$. Call these Laplace solutions $\phi_<$ and $\phi_>$, and continue each of them to $z=0$.

The potential of the induced charge is $(2\pi/q)\int e^{-q|z-z'|}\rho(z')dz'$. Above the zone $|z-z'|=z-z'$, below it $|z-z'|=z'-z$, and any external potential is the same function on both sides, so
$$\phi_>(z)-\phi_<(z)=-\frac{4\pi}{q}\int\sinh[q(z-z')]\,\rho(z')\,dz'.$$
At $z=0$ the value is $4\pi\int z'\rho\,dz'$, and minus the derivative is $E_{z>}-E_{z<}=4\pi\int\rho\,dz'$, each up to a relative correction $(q\ell)^2$. Dividing one by the other,
$$\phi_>-\phi_<=d_\perp\,(E_{z>}-E_{z<}).\tag{1}$$
Since $E_z\sim q\phi$, this jump is already of order $q\ell\,\phi$, so the centroid may be taken at $q=0$. There a uniform $E_x$ induces no charge, because $\rho$ is even and $E_x$ odd under $x\to-x$.

The second condition comes from $\nabla\cdot\mathbf D=0$ with $\mathbf D=\mathbf E+4\pi\mathbf P$, that is $\partial_zD_z=-iqD_x$. The continued fields, with $\mathbf D_<=\epsilon\mathbf E_<$ and $\mathbf D_>=\mathbf E_>$, obey the same equation on their own sides and equal the true field at $z=\mp\ell$. Integrating from $-\ell$ to $\ell$ and subtracting the continued fields (label cl) gives
$$D_{z>}(0)-D_{z<}(0)=-iq\int_{-\ell}^{\ell}\left[(E_x-E_x^{\rm cl})+4\pi(P_x-P_x^{\rm cl})\right]dz.$$
In the first term $E_x=-iq\phi$ and $\phi-\phi^{\rm cl}\sim q\ell\,\phi$, so it contributes $q^3\ell^2\phi$, second order relative to $D_z\sim q\phi$, and is dropped. In the second, $E_x$ is constant across the zone to leading order and $P_x^{\rm cl}=P_b\theta(-z)$. Integration by parts gives $\int P_x\,dz=\ell P_b-\int z\,\partial_zP_x\,dz$, and $\int\partial_zP_x\,dz=-P_b$, so $\int(P_x-P_x^{\rm cl})dz=d_\parallel P_b$. With $4\pi P_b=(\epsilon-1)(-iq\phi)$,
$$D_{z>}-D_{z<}=-q^2d_\parallel(\epsilon-1)\,\phi.\tag{2}$$

## A.3 Response function and pole

Take $\phi_>=e^{qz}-g\,e^{-qz}$, which defines the surface response function $g(q,\omega)$. Let the inner solution have $\phi_<(0)=A$ and $\phi_<'(0)=qtA$. A half-space has $t=1$. For a slab of half-width $a$, with the origin moved to its upper face, the inner solution is $\cosh$ or $\sinh$, and $t=\tanh qa$ (even) or $\coth qa$ (odd). The normal fields are $E_{z>}=-q(1+g)$ and $E_{z<}=-qtA$. Condition (2) reads $-q(1+g)+\epsilon qtA=-q^2d_\parallel(\epsilon-1)A$, so
$$1+g=A\left[\epsilon t+qd_\parallel(\epsilon-1)\right].$$
Condition (1) reads $1-g-A=-qd_\perp(1+g-tA)$. On the right $1+g=\epsilon tA$ suffices at this order, so $1-g=A[1-qd_\perp(\epsilon-1)t]$ and
$$Y\equiv\frac{1+g}{1-g}=\frac{\epsilon t+qd_\parallel(\epsilon-1)}{1-qd_\perp(\epsilon-1)t}.\tag{3}$$
For $t=1$, $g=(Y-1)/(Y+1)$ becomes
$$g=\frac{(\epsilon-1)\left[1+q(d_\perp+d_\parallel)\right]}{\epsilon+1-(\epsilon-1)\,q\,(d_\perp-d_\parallel)}.\tag{4}$$
Moving the origin to $z=s$ lowers both lengths by $s$. The denominator is unchanged, and the numerator acquires $1-2qs$, which is the first-order form of the factor $e^{-2qs}$ that follows from the definition of $g$. A rigidly displaced classical surface has $d_\perp=d_\parallel$ and no dispersion.

The mode is the zero of the denominator. Let $\Delta d=d_\perp-d_\parallel$ and $\epsilon(\omega_s)=-1$. On the left $\epsilon+1=\epsilon'(\omega_s)(\Omega-\omega_s)$, where the prime is $d/d\omega$; on the right, already of order $q$, $\epsilon-1=-2$ and $\Delta d$ is taken at $\omega_s$:
$$\Omega=\omega_s-\frac{2q\,\Delta d(\omega_s)}{\epsilon'(\omega_s)}.\tag{5}$$
For $\epsilon=1-\omega_p^2/\omega^2$ one has $\omega_s^2=\omega_p^2/2$ and $\epsilon'=2\omega_p^2/\omega_s^3=4/\omega_s$, hence
$$\Omega=\omega_s\left[1-\tfrac12q\,\Delta d(\omega_s)\right].\tag{6}$$
The real part is the dispersion. The imaginary part is $-\omega_sq\,\mathrm{Im}\Delta d/2$, so the loss function $\mathrm{Im}\,g$ has full width $\omega_sq\,\mathrm{Im}\Delta d$. The factor $\frac12$ is $2/(\omega_s\epsilon')$ and belongs to the Drude form. For $\epsilon=\epsilon_b-\omega_p^2/\omega^2$, $\omega_s^2=\omega_p^2/(\epsilon_b+1)$ and $\epsilon'=2(\epsilon_b+1)/\omega_s$, so it becomes $1/(\epsilon_b+1)$.

The sign can be checked by a mechanical argument for the Drude case with $\Delta d>0$, where the edge of the current lies below the charge; for $\Delta d<0$ the field written below is the continued inner field, not the field at that point, and the argument is only formal. A sheet of charge $\sigma$ at $z=d_\perp$ produces below it the field $E_z=-2\pi\sigma e^{-q(d_\perp-z)}$. Bulk electrons of density $n$ carry $J_z=inE_z/\omega$, and to this order they behave as a uniform fluid ending at $z=d_\parallel$. Charge conservation, $-i\omega\sigma=J_z(d_\parallel)$, gives $\omega^2=2\pi n\,e^{-q\Delta d}=\omega_s^2(1-q\Delta d)$, whose root is (6). Charge placed outside the edge of the current exerts a restoring field that is weaker, by $e^{-q\Delta d}$, where the electrons are.

## A.4 Jellium: $d_\parallel=0$ and the outside-charge form of $d_\perp$

Put the origin at the edge of the positive background. A uniform $E_x$ couples to the sum of the electron $x$ coordinates. The background potential depends on $z$ alone and the interaction on coordinate differences, so the centre of mass along $x$ separates and the ground state moves rigidly, with $-i\omega v=-E_x$. Then $J_x=-n_0(z)v=in_0E_x/\omega$ and $P_x=-n_0(z)E_x/\omega^2$. The bulk limit reproduces the Drude $\epsilon$, and the integration by parts of A.2 gives $d_\parallel=\int[n_0-n\theta(-z)]dz/n$, which vanishes by neutrality, whatever the interaction between electrons. A lattice spoils the separation.

For $d_\perp$, take a slab $|z|<a$ in a normal field $E_0$, with induced electron density $\delta n=-\rho$ odd in $z$. The background gives an electron the energy $V_{\rm bg}$ with $V_{\rm bg}''=4\pi n=\omega_p^2$ inside and $0$ outside, so for $z>0$
$$V_{\rm bg}'=\omega_p^2z-\omega_p^2(z-a)\theta(z-a),$$
and $V_{\rm bg}'$ is odd. Electron–electron forces cancel in the total force. In the adiabatic LDA the same holds: the exchange-correlation force density $n\,\partial_zv_{xc}(n)$ is the derivative of a local function of $n$ and integrates to zero. Newton's law for the dipole per area, linear in $E_0$, with $2an$ electrons per area, is
$$-\omega^2\int z\,\delta n\,dz=-2anE_0-\omega_p^2\int z\,\delta n\,dz+2\omega_p^2\int_a^\infty(z-a)\,\delta n\,dz.$$
With $p=\int z\rho\,dz$ this is $(\omega_p^2-\omega^2)p=2anE_0+2\omega_p^2\int_a^\infty(z-a)\rho\,dz$. In a thick slab the interior field is $E_0/\epsilon=E_0-4\pi\sigma$, so the charge on the upper face is $\sigma=E_0(1-1/\epsilon)/4\pi=nE_0/(\omega_p^2-\omega^2)$, and the definition of the centroid gives $p=2\sigma(a+d_\perp)$. The terms in $a$ cancel. Measuring $z$ from the edge again,
$$d_\perp(\omega)=\frac{\omega_p^2}{\omega_p^2-\omega^2}\,\frac1\sigma\int_0^\infty z\,\rho\,dz.\tag{7}$$
At $\omega_s$ the prefactor is 2. The slope of the jellium mode is therefore $-\omega_s\,\mathrm{Re}\int_0^\infty z\rho\,dz/\sigma$: it is negative when the moment of the induced charge outside the edge is in phase with the total charge $\sigma$. Equation (7) does not fix that phase, which has to be computed at $\omega_s$.

## A.5 Solvable cases that fix the signs

Hard-wall hydrodynamics has $-i\omega n\mathbf v=n\nabla\phi-\beta^2\nabla\delta n$, $-i\omega\,\delta n+n\nabla\cdot\mathbf v=0$ and $\nabla^2\phi=4\pi\delta n$. The divergence of the first, with the other two, gives $-\omega^2\delta n=-\omega_p^2\delta n+\beta^2\nabla^2\delta n$, so $\delta n=e^{\kappa z}$ with $\kappa^2=q^2+(\omega_p^2-\omega^2)/\beta^2$. At $q=0$ the centroid is $d_\perp=-1/\kappa=-\beta/\sqrt{\omega_p^2-\omega^2}$. For the mode write $\phi_{z<0}=Ae^{qz}+Be^{\kappa z}$ with $B=4\pi/(\kappa^2-q^2)$, and $\phi_{z>0}=Ce^{-qz}$. Continuity of $\phi$ and $\phi'$ gives $A+B=C$ and $qA+\kappa B=-qC$, so $A=-B(\kappa+q)/2q$ and $\phi'(0)=B(\kappa-q)/2$. The wall condition $v_z=0$ is $n\phi'(0)=\beta^2\kappa$; with $nB=\omega_p^2\beta^2/(\omega_p^2-\omega^2)$ it becomes $\omega_p^2(\kappa-q)=2\kappa(\omega_p^2-\omega^2)$, or $\omega^2=\omega_s^2(1+q/\kappa)$. This is (6) with $\Delta d=-1/\kappa$. For $\beta^2=\frac35k_F^2$ at $r_s=4$ bohr, $\beta=0.3716$ au, $d_\perp=-0.3716/0.15309=-2.43$ bohr and the slope is $+1.21\,\omega_s$ bohr; the numerical root agrees. Equation (7) does not apply here, because the wall exerts a force.

A local layer $0<z<b$ with $\epsilon_L=1-f\omega_p^2/\omega^2$ on a bulk $\epsilon=\epsilon_b-\omega_p^2/\omega^2$ has both lengths nonzero (the output writes $a$ for $b$). For uniform $D_z$ the field is $D_z/\epsilon$, $D_z/\epsilon_L$, $D_z$ in the three regions, so the charges are proportional to $1/\epsilon_L-1/\epsilon$ at $z=0$ and $1-1/\epsilon_L$ at $z=b$. The parallel polarization drops from $\epsilon_L-1$ to zero at $z=b$, out of a total drop $\epsilon-1$. Hence
$$d_\perp=b\,\frac{1-1/\epsilon_L}{1-1/\epsilon},\qquad d_\parallel=b\,\frac{\epsilon_L-1}{\epsilon-1},$$
and at $\epsilon=-1$ the difference is $\Delta d=b(\epsilon_L^2-1)/2\epsilon_L$. The unexpanded $4\times4$ matching problem confirms (5) in three cases, with slopes in units of $\omega_pb$. For $\epsilon_b=1$, $f=0.75$: $\Delta d=1.5b-0.75b$ and the slope is $-0.7071\times0.75/2=-0.265$. For $f=0.25$: $\Delta d=-0.5b-0.25b$ and the slope is $+0.265$, so a dilute electron layer outside the bulk need not lower the frequency. For $\epsilon_b=5$, $f=1$, a polarizable background that ends a distance $b$ below the electron edge, $d_\perp=0.6b$ and $d_\parallel=3b$ measured from the edge of that background ($-0.4b$ and $2b$ from the electron edge), and the slope is $0.4082\times2.4/6=+0.163$. The sign of $d_\perp$ depends on the origin; it decides the matter by itself only when the origin is placed where $d_\parallel=0$, and in general only $\Delta d$ counts. The error of (4) at a complex frequency falls by about four when $q$ is halved, as a first-order formula requires.

To first order in $q$ the surface shifts the mode only through $\Delta d=d_\perp-d_\parallel$, and for jellium $d_\parallel=0$ while (7) gives $d_\perp$ from the charge outside the background edge. The phase of that charge at $\omega_s$, which decides the sign of the jellium slope, remains to be computed.
